\section*{The Temperature of Fastest Stress Voiding in the McPherson-Dunn Model}

\section{Two temperatures, one rate}

A metal line has a stress-free temperature of 600 K, a stress exponent of 3 and an activation energy of 0.8 eV. In the McPherson-Dunn model it voids at 375 K at about 2.2\% of the highest rate it can reach. It voids at that same slow rate near 589 K. Between these temperatures the rate climbs by a factor of about 45 and falls back again. Atoms diffuse faster at 589 K than at any lower temperature, so diffusion alone cannot explain the fall.

Voiding needs a tensile stress to drive it as well as mobile atoms. Heating supplies mobility and removes stress. These notes find the temperature at which the two effects balance, and show what that balance implies for tests made at high temperature.

\section{The model and its domain}

A metal line is enclosed in a stiff material that expands less with temperature than the metal does. At the temperature $T_0$ the metal is free of stress. On cooling to $T<T_0$ the metal would shrink more than its surroundings allow, so it is held stretched. If the response is elastic, the tensile stress is
\begin{equation}
\sigma = M\,\Delta\alpha\,(T_0-T),
\end{equation}
where $\Delta\alpha>0$ is the difference of the expansion coefficients and $M$ is the elastic modulus appropriate to the confinement. Both are taken as independent of temperature.

The model assumes that the voiding rate follows a power of the stress, and that the atoms move by a thermally activated process:
\begin{equation}
R = K\sigma^n e^{-Q/kT}.
\end{equation}
Here $n>0$ is the stress exponent, $Q>0$ the activation energy, $k$ Boltzmann's constant and $K>0$ a constant. Inserting the stress and collecting the constants in $C=K(M\Delta\alpha)^n$ gives
\begin{equation}
R(T)=C\,(T_0-T)^n e^{-Q/kT},\qquad 0<T<T_0 .
\label{eq:rate}
\end{equation}
Temperatures are in kelvin and energies in electronvolts, with $k=8.617\times10^{-5}$ eV/K.

Each value of $T$ stands for a separate hold at constant temperature, and the stress is assumed not to relax during the hold. If failure requires a fixed amount of voiding, small enough not to relieve the stress, the time to failure is proportional to $1/R$, and the maximum of $R$ is the minimum of the lifetime.

The upper limit $T_0$ belongs to the model. Above it the stress is compressive and does not open voids. The bare formula does not know this. For $n=2$, for example, $(T_0-T)^2$ is positive on both sides of $T_0$, and the formula would give a rate that rises again above $T_0$. That branch has no physical meaning here.

\section{The condition for the peak}

The logarithm is a strictly increasing function, so $R$ and $\ln R$ are largest at the same temperature. Taking the logarithm turns the product into a sum:
\begin{equation}
\ln R=\ln C+n\ln(T_0-T)-\frac{Q}{kT}.
\end{equation}
The constant $C$ carries units; changing them adds a constant to $\ln R$ and does not move the peak.

Now differentiate term by term. The inner derivative of $T_0-T$ is $-1$, which makes the stress term negative. The derivative of $-1/T$ is $+1/T^2$, which makes the diffusion term positive:
\begin{equation}
\frac{d\ln R}{dT}=-\frac{n}{T_0-T}+\frac{Q}{kT^2}.
\label{eq:slope}
\end{equation}
The first term is the relative loss of rate per kelvin through the falling stress. The second is the relative gain per kelvin through faster diffusion. At a stationary point $T_*$ they cancel:
\begin{equation}
\frac{n}{T_0-T_*}=\frac{Q}{kT_*^2}.
\end{equation}
Multiplying both sides by $kT_*^2(T_0-T_*)$, which is positive inside the domain, gives
\begin{equation}
\boxed{\,n k T_*^2=Q\,(T_0-T_*)\,}
\label{eq:peak}
\end{equation}

\section{Why there is one peak, and why it is a maximum}

Differentiate Eq.~\eqref{eq:slope} once more. Since $d(T_0-T)^{-1}/dT=+(T_0-T)^{-2}$ and $d(T^{-2})/dT=-2T^{-3}$,
\begin{equation}
\frac{d^2\ln R}{dT^2}=-\frac{n}{(T_0-T)^2}-\frac{2Q}{kT^3}<0 .
\label{eq:curv}
\end{equation}
Both terms are negative throughout the domain, so the slope of $\ln R$ falls steadily and can vanish at most once.

It does vanish. As $T\to0$ the term $Q/kT^2$ grows without limit and the slope tends to $+\infty$. As $T\to T_0$ the term $-n/(T_0-T)$ takes the slope to $-\infty$. A continuous slope that runs from positive to negative passes through zero. Thus $R$ rises up to $T_*$ and falls beyond it, and $T_*$ is the global maximum on $0<T<T_0$.

\section{Solving for the peak temperature}

Measure temperature in units of $T_0$ and collect the parameters in one number:
\begin{equation}
x=\frac{T_*}{T_0},\qquad a=\frac{nkT_0}{Q}.
\end{equation}
Dividing Eq.~\eqref{eq:peak} by $QT_0$ gives $ax^2=1-x$, that is, $ax^2+x-1=0$. The product of the two roots is $-1/a<0$, so one root is negative and is discarded. The positive one is
\begin{equation}
x=\frac{-1+\sqrt{1+4a}}{2a}.
\end{equation}
Multiply numerator and denominator by $1+\sqrt{1+4a}$. The numerator becomes $(1+4a)-1=4a$, and
\begin{equation}
T_*=\frac{2T_0}{1+\sqrt{1+4a}} .
\label{eq:closed}
\end{equation}

For the line of the opening, $n=3$, $Q=0.8$ eV and $T_0=600$ K. These are round model parameters and describe no particular metal. They give
\begin{align}
a&=\frac{3\times 8.617\times10^{-5}\times600}{0.8}=0.1939,\\
T_*&=\frac{1200\ \mathrm{K}}{1+1.3325}=514.5\ \mathrm{K}=241\,^\circ\mathrm{C}.
\end{align}
The peak lies $T_0-T_*=85.5$ K below the stress-free temperature. Both sides of Eq.~\eqref{eq:peak} are then 68.4 eV\,K.

The opening numbers follow from ratios of Eq.~\eqref{eq:rate}, in which $C$ cancels. With $Q/k=9284$ K,
\begin{equation}
\frac{R(375)}{R(T_*)}=\left(\frac{225}{85.53}\right)^{3}
e^{-9284\left(\frac1{375}-\frac1{514.47}\right)}
\approx 18.2\times0.00122\approx0.022 .
\end{equation}
At 375 K the stress factor is 18 times larger than at the peak, but the diffusion factor is about 800 times smaller. At the hot temperature of equal rate, found by numerical root finding as 588.8 K, the roles are reversed. Diffusion is about 10 times faster than at the peak, while the stress factor has dropped to about 0.002 of its peak value.

\section{Strong and weak activation}

\subsection*{Strong activation, $a\ll1$}

Use the series $\sqrt{1+u}=1+\frac u2-\frac{u^2}{8}+\frac{u^3}{16}-\frac{5u^4}{128}+\dots$ with $u=4a$:
\begin{equation}
\sqrt{1+4a}=1+2a-2a^2+4a^3-10a^4+\dots
\end{equation}
Subtracting 1 and dividing by $2a$ gives $x=1-a+2a^2-5a^3+\dots$, hence
\begin{equation}
T_0-T_*=T_0\,(a-2a^2+5a^3-\dots).
\end{equation}
To leading order the peak lies $nkT_0^2/Q$ below $T_0$. When diffusion depends strongly on temperature, heating pays until the stress is nearly gone.

The leading estimate is too large for every $a>0$, because $1-x=ax^2$ and $x<1$. In the example it gives 116 K instead of 85.5 K, and the first two terms together give 71 K. The second term is $2a\approx0.39$ of the first, so $a$ is not small enough for a short series, and Eq.~\eqref{eq:closed} should be used.

\subsection*{Weak activation, $a\gg1$}

Now $x$ is small, so $ax^2=1-x\approx1$ and
\begin{equation}
T_*\approx\frac{T_0}{\sqrt a}=\sqrt{\frac{QT_0}{nk}} .
\end{equation}
The peak moves far below $T_0$, since heating gains little mobility. At this peak $kT_*/Q\approx\sqrt a/n$. The picture of rare activated jumps needs $kT\ll Q$, so for moderate $n$ this limit describes the formula more than a real diffusion process.

\section{How sharp the peak is}

Write $\Delta=T_0-T_*$. Equation~\eqref{eq:peak} gives $Q/k=nT_*^2/\Delta$. Inserting this in Eq.~\eqref{eq:curv} at the peak,
\begin{align}
-\left.\frac{d^2\ln R}{dT^2}\right|_{T_*}
&=\frac{n}{\Delta^2}+\frac{2n}{T_*\Delta}
=\frac{n(T_*+2\Delta)}{T_*\Delta^2}\nonumber\\
&=\frac{n(2T_0-T_*)}{T_*\Delta^2}\equiv\frac1{w^2},
\end{align}
because $T_*+2\Delta=2T_0-T_*$. Near its top the rate is therefore approximately a Gaussian,
\begin{equation}
R\approx R(T_*)\,e^{-(T-T_*)^2/2w^2},\qquad
w=\Delta\sqrt{\frac{T_*}{n(2T_0-T_*)}} .
\end{equation}
The example has $w=85.53\sqrt{514.47/(3\times685.53)}=42.8$ K.

A Gaussian of this width falls to half its height at $w\sqrt{2\ln2}\approx50$ K on either side. For the full formula, numerical root finding puts the half-height points at 458.5 K and 557.2 K, which are 56 K below the peak and 43 K above it. The third derivative gives the direction of this asymmetry. Differentiating Eq.~\eqref{eq:curv} and again using $Q/k=nT_*^2/\Delta$,
\begin{equation}
\left.\frac{d^3\ln R}{dT^3}\right|_{T_*}
=-\frac{2n}{\Delta^3}+\frac{6Q}{kT_*^4}
=-\frac{2n}{\Delta^3}+\frac{6n}{T_*^2\Delta}
=-\frac{2n\,(T_*^2-3\Delta^2)}{T_*^2\Delta^3}.
\end{equation}
This is negative when $T_*>\sqrt3\,\Delta$, as it is here. The cubic term then lowers the rate on the hot side and raises it on the cold side. Added alone to the quadratic term, it puts the half-height points about 61 K below and 45 K above the peak, so higher terms are needed for the size of the effect. In the third derivative the negative part comes from the stress term and the positive part from the diffusion term. The hot side is steeper here because the stress term prevails.

\section{What moves the peak}

Take the logarithm of Eq.~\eqref{eq:peak} and consider small changes of all the parameters:
\begin{equation}
\frac{dn}{n}+\frac{2\,dT_*}{T_*}=\frac{dQ}{Q}+\frac{dT_0-dT_*}{\Delta}.
\end{equation}
Collect the terms in $dT_*$ on the left. Their coefficient is $2/T_*+1/\Delta=(2T_0-T_*)/(T_*\Delta)$, so
\begin{equation}
\frac{dT_*}{T_*}=\frac{\Delta}{2T_0-T_*}\left(\frac{dQ}{Q}-\frac{dn}{n}\right)+\frac{dT_0}{2T_0-T_*}.
\label{eq:sens}
\end{equation}
A larger $Q$ raises the peak temperature, because diffusion then gains more from heating. A larger $n$ lowers it, because the loss of stress costs more. The common coefficient is $\Delta/(T_0+\Delta)$, which is below one half since $\Delta<T_0$.

In the example this coefficient is $85.53/685.53=0.125$. A 10\% increase of $Q$ moves the peak up by only about 1.2\%, or 6 K. The stress-free temperature has more influence: $dT_*/dT_0=T_*/(2T_0-T_*)=0.75$, so raising $T_0$ by 10 K raises the peak by about 7.5 K.

\section{The apparent activation energy}

An Arrhenius plot shows $\ln R$ against $1/T$, and its local slope defines an apparent activation energy. Since $d(1/T)=-dT/T^2$,
\begin{equation}
Q_{\rm app}\equiv-k\frac{d\ln R}{d(1/T)}=kT^2\frac{d\ln R}{dT}
=Q-\frac{nkT^2}{T_0-T}.
\label{eq:qapp}
\end{equation}
The subtracted term is positive, so $Q_{\rm app}<Q$ throughout the domain. In the example it is 0.64 eV at 375 K, zero at the peak and $-1.23$ eV at 560 K. A negative value does not mean a negative barrier. It means that the loss of stress outweighs the gain in mobility.

The apparent energy falls as the temperature rises:
\begin{equation}
\frac{dQ_{\rm app}}{dT}=-nk\left[\frac{2T}{T_0-T}+\frac{T^2}{(T_0-T)^2}\right]<0 .
\end{equation}
With $\beta=1/T$ and $dT/d\beta=-T^2$, the curvature of the Arrhenius plot is
\begin{equation}
\frac{d^2\ln R}{d\beta^2}=-\frac1k\frac{dQ_{\rm app}}{dT}\frac{dT}{d\beta}
=\frac{T^2}{k}\frac{dQ_{\rm app}}{dT}<0 .
\end{equation}
The plot is concave. A straight line through two of its points lies above the curve outside the interval between them. Two hot tests joined by an Arrhenius line therefore overestimate the rate at any lower temperature.

For tests at 450 K and 500 K the model gives
\begin{equation}
\ln\frac{R(500)}{R(450)}=3\ln\frac{100}{150}+9284\left(\frac1{450}-\frac1{500}\right)
=-1.216+2.063=0.847 .
\end{equation}
Multiplying by $k$ and dividing by $1/450-1/500=2.222\times10^{-4}$ K$^{-1}$ gives an energy of 0.33 eV, less than half of the true 0.8 eV. Extended to 350 K, this line predicts a rate 7.0 times the rate of the model. The predicted lifetime is too short by the same factor. Within this model the error is on the safe side, but it could condemn a sound line. If a second diffusion path takes over at low temperature, the straight line can instead predict too low a rate, and the error is then unsafe. A lower activation energy alone is not enough, because the line is already much flatter than $Q$. In the example, with the same stress exponent for both paths, the line falls below the true rate at 350 K only if the second energy is below about 0.3 eV.

\section{Reading the activation energy from a peak}

If rates are measured on both sides of the maximum, Eq.~\eqref{eq:peak} can be turned around:
\begin{equation}
Q=\frac{nkT_*^2}{T_0-T_*}.
\end{equation}
For a known $T_0$, the peak position fixes the ratio $Q/n$. To obtain $Q$ one also needs $n$, either from the width of the same peak or from a separate measurement. At a given peak position, a relative error in $n$ passes unchanged into $Q$.

Errors in the peak position are magnified. Solving Eq.~\eqref{eq:sens} for $dQ/Q$ at fixed $n$ and $T_0$ gives
\begin{equation}
\frac{dQ}{Q}=\frac{2T_0-T_*}{T_0-T_*}\,\frac{dT_*}{T_*},
\end{equation}
with a factor of 8.0 in the example. A peak read 5 K too high yields 0.87 eV instead of 0.80 eV, and one read 5 K too low yields 0.74 eV. This is the other side of the weak dependence found above: a peak that hardly moves with $Q$ is a poor gauge of $Q$.

The stress-free temperature needs similar care. At fixed $T_*$ and $n$, $dQ/Q=-dT_0/\Delta$. To first order, an assumed $T_0$ that is 10 K too high lowers the inferred $Q$ by about 12\%.

\section{When the condition changes}

\subsection*{A prefactor that depends on temperature}

The drift velocity of an atom under a force $F$ is $DF/kT$, where $D$ is the diffusion coefficient. A rate built on this law carries an extra factor $1/T$. Then $-\ln T$ is added to $\ln R$ and $-1/T$ to the slope:
\begin{equation}
-\frac{n}{T_0-T}+\frac{Q}{kT^2}-\frac1T=0 .
\end{equation}
Multiplying by $kT^2(T_0-T)$ and collecting the last two terms,
\begin{equation}
nkT^2=(Q-kT)(T_0-T).
\end{equation}
To see which way the peak moves, let $g(T)=(Q-kT)(T_0-T)-nkT^2$, which has the sign of the new slope. It is positive at $T=0$ and negative at $T=T_0$. Being at most quadratic, it has one zero between them. At the old peak $g(T_*)=-kT_*(T_0-T_*)<0$, so the new peak lies lower.

The size of the shift follows from the curvature. The added slope $-1/T_*$ must be balanced by moving along a slope that changes by $-1/w^2$ per kelvin, which gives a shift of about $-w^2/T_*=-3.6$ K. Direct numerical maximization of the modified rate gives $-3.7$ K and a peak at 511 K. For these parameters the extra factor moves the peak about as far as an error of 5 K in $T_0$ does.

\subsection*{Two diffusion paths}

Suppose that atoms move both along grain boundaries and along an interface, with energies $Q_1$ and $Q_2$ and the same stress exponent. The exponential is replaced by $S=C_1e^{-Q_1/kT}+C_2e^{-Q_2/kT}$, and
\begin{equation}
\frac{d\ln S}{dT}=\frac{1}{kT^2}\,
\frac{C_1Q_1e^{-Q_1/kT}+C_2Q_2e^{-Q_2/kT}}{S}
\equiv\frac{\bar Q(T)}{kT^2}.
\end{equation}
A stationary point obeys $nkT^2=\bar Q(T)(T_0-T)$, where $\bar Q$ is the mean energy weighted by the share of each path in the rate. Since $\bar Q$ varies with temperature, the proof of a single peak given above does not carry over. For widely separated energies, such as 0.5 and 2.0 eV with the $n$ and $T_0$ of the example, suitable $C_1$ and $C_2$ give two maxima.

\subsection*{Stress that does not stay put}

If the metal yields or creeps during the hold, the stress is no longer fixed by $T_0-T$ alone. Yield is a concern on the cold side: an aluminium or copper film on silicon has $M\Delta\alpha$ of about 2 to 2.5 MPa/K, so 225 K below $T_0$ the elastic stress would be about 0.5 GPa, a level at which such a film can flow. The growing void also relieves the stress that drives it, and close to $T_0$ it can stop growing before the line fails. Equation~\eqref{eq:peak} then describes at most the initial rate, before relaxation has set in. A measured time to failure averages over the whole stress history, and its minimum need not lie at $T_*$. Plastic flow in an earlier heating cycle can also change the stress-free temperature, and by Eq.~\eqref{eq:sens} the peak moves with it.

Numerical values quoted here were computed with a short program.
